# Electron density limited by neutral donor clusters: two derivations

In a model of arsenic-doped silicon annealed at 1273 K, raising the total donor density from $4\times10^{20}$ to $2\times10^{21}\ \mathrm{cm^{-3}}$, a factor of 5, raises the electron density from $2.0\times10^{20}$ to $3.4\times10^{20}\ \mathrm{cm^{-3}}$, a factor of 1.7. Most of the added donors supply no free electron. In the model they join neutral clusters. When most donors are clustered and the electrons behave as a classical gas, the numbers of donors and electrons in each cluster fix how slowly the electron density grows.

## The reaction and the result

Let a donor $D$ carry charge $+z$ in units of the elementary charge $e$; ordinary donors such as arsenic have $z=1$. The clustering reaction is

$$mD^{z+}+k\,e^-\rightleftharpoons \text{cluster}.$$

The cluster has charge $q=zm-k$. It is neutral if and only if $k=zm$, so for single donors $k=m$: the two integers cannot be chosen independently.

Let $C$ be the total donor density, $N$ the density of unclustered, ionized donors, $X$ the density of clusters and $n$ the electron density. With $p=m+k$, the result for neutral clusters is

$$n\simeq z\left(\frac{C}{mKz^k}\right)^{1/p},\qquad \frac NC\ll1, \tag{1}$$

where $K$ is the equilibrium constant, defined below. At fixed temperature $n\propto C^{1/(m+k)}$, which for single donors is $C^{1/(2m)}$.

The assumptions are equilibrium at the anneal temperature, one kind of cluster, no second phase, negligible holes, and particles that behave as ideal classical gases. For electrons the last condition means $n\ll N_c$, where $N_c$ is the effective density of states of the conduction band. Clusters are taken to keep their number and charge during cooling, so that the electron density measured at room temperature is the one set by the anneal.

## First derivation: minimum of the free energy

For ideal species $i$ with density $c_i$, the free energy per volume, divided by $k_BT$, is

$$\frac{F}{Vk_BT}=\sum_i c_i\left[\ln\frac{c_i}{Q_i}-1\right].$$

Here $Q_i$ is the one-particle partition function per volume, including the energy of the species. Forming $dX$ clusters per volume changes the other densities by $dN=-m\,dX$ and $dn=-k\,dX$. Since the derivative of $c[\ln(c/Q)-1]$ is $\ln(c/Q)$,

$$\frac{1}{Vk_BT}\frac{dF}{dX}=\ln\frac{X}{Q_X}-m\ln\frac{N}{Q_D}-k\ln\frac{n}{Q_e}=0.$$

The second derivative is $1/X+m^2/N+k^2/n>0$, so this is a minimum. Exponentiating gives the law of mass action:

$$X=KN^mn^k,\qquad K=\frac{Q_X}{Q_D^mQ_e^k}. \tag{2}$$

Each cluster holds $m$ donors, and the crystal is neutral as a whole:

$$C=N+mX,\qquad n=zN+qX. \tag{3}$$

For neutral clusters $q=0$ and $n=zN$. Inserting this in (2) gives $X=Kz^kN^{m+k}$, and donor conservation becomes

$$C=N+mKz^kN^p. \tag{4}$$

The right side rises steadily from zero with $N$, so there is one positive root. At low density the first term dominates and $N\simeq C$: the donors are almost all active. At high density the second term dominates, because $p>1$, and

$$N\simeq N_0=\left(\frac{C}{mKz^k}\right)^{1/p}.$$

Multiplying by $z$ gives (1).

The error of this limit follows from the same equation. Put $N=N_0x$. By the definition of $N_0$, the last term of (4) is $Cx^p$. Dividing (4) by $C$ gives

$$x^p=1-\frac{N_0}{C}x.$$

Hence $x<1$, and the limiting law overestimates $N$. For small $N_0/C$, put $x\simeq1$ on the right and expand the $p$th root:

$$N\simeq N_0\left(1-\frac{N_0}{pC}\right). \tag{5}$$

### How the limit is approached

A measurement covers a finite range of $C$, so the local exponent $s=d\ln n/d\ln C$ is more useful than the limit alone. Differentiate (4), using $dN=N\,d\ln N$ and $d(N^p)=pN^p\,d\ln N$:

$$dC=\left[N+p(C-N)\right]d\ln N.$$

The clustered part $mKz^kN^p$ has been written as $C-N$. Since $n=zN$ with constant $z$, $d\ln n=d\ln N$. Dividing by $C$ and writing $f=N/C$ for the active fraction,

$$s=\frac{1}{f+p(1-f)}=\frac{1}{p-(p-1)f}. \tag{6}$$

This runs from 1 when $f=1$ to $1/p$ when $f\to0$. For $0<f<1$ the exponent lies above $1/p$. Solving (6) for the reaction order gives

$$p=\frac{1/s-f}{1-f}. \tag{7}$$

For classical electrons, reading $p$ as $1/s$ therefore gives too small an order as long as some donors remain active.

## Second derivation: counting clusters

The second route uses neither a chemical potential nor a minimum. Take a neutral crystal of volume $V$ containing $M$ donors, and let $j$ be the number of clusters. The numbers of free donors and electrons are then

$$a=M-mj,\qquad b=zM-kj.$$

For ideal classical particles, the statistical weight of all states with $j$ clusters is

$$w_j=\frac{(VQ_D)^a}{a!}\,\frac{(VQ_e)^b}{b!}\,\frac{(VQ_X)^j}{j!}.$$

Adding one cluster replaces $a$ by $a-m$ and $b$ by $b-k$. In the ratio $w_{j+1}/w_j$ the factorials leave the products

$$(a)_m=a(a-1)\cdots(a-m+1),\qquad (b)_k=b(b-1)\cdots(b-k+1),$$

which count the ordered ways of choosing the reactants. Multiplying the ratio by $(j+1)w_j$,

$$(j+1)w_{j+1}=\kappa\,(a)_m(b)_k\,w_j,\qquad \kappa=KV^{1-m-k}. \tag{8}$$

The power of $V$ comes from one factor gained for the cluster and $m+k$ factors lost for its constituents. Now sum (8) over all allowed $j$. At the largest $j$ either $a<m$ or $b<k$, so the product on the right vanishes and no boundary term is left over. The left side is the sum of $jw_j$. Division by the sum of all weights gives

$$\langle j\rangle=\kappa\,\langle(a)_m(b)_k\rangle. \tag{9}$$

This identity holds for any finite number of donors in this ideal model.

To recover a law for densities, the average of the product must become a product of averages. That requires a narrow distribution. Near its peak, with large numbers of every species, Stirling's formula gives

$$-\frac{d^2\ln w_j}{dj^2}\simeq\frac{m^2}{a}+\frac{k^2}{b}+\frac1j .$$

In the Gaussian approximation the variance of $j$ is the inverse of this sum, and so is smaller than $a/m^2$. Because $a=M-mj$, the variance of $a$ is $m^2$ times that of $j$, and so is smaller than $a$. The relative spread of $a$ is therefore below $a^{-1/2}$. The same argument gives $b^{-1/2}$ for electrons. For large numbers (9) becomes

$$j\simeq\kappa a^mb^k.$$

For neutral clusters $b=za$. When nearly all donors are clustered, $j\simeq M/m$, so

$$\frac Mm\simeq\kappa z^ka^{m+k},\qquad b\simeq z\left(\frac{M}{m\kappa z^k}\right)^{1/(m+k)}.$$

Put $M=CV$, $b=nV$ and $\kappa=KV^{1-p}$. The bracket contains $V\cdot V^{p-1}=V^p$, whose $p$th root is $V$, and this cancels the $V$ on the left. Equation (1) results again.

The sum over $j$ can also be carried out numerically without the narrow-distribution step. For $z=1$, $m=k=2$ and $\kappa=1000/2000^4$, raising the number of donors from $4\times10^5$ to $4\times10^6$ at fixed volume gives a mean exponent of 0.2517 for the electron number. The limit is $1/4$. In the large-number limit the mean exponent over an interval is the average of $s$ over $\ln C$, and (6) places each $s$ above $1/4$. The small excess has the expected sign.

## What each derivation assumes

The free-energy route takes large numbers for granted from the start, since it treats densities as continuous and fluctuations as negligible. In return it adapts easily to interacting or degenerate particles: the ideal chemical potential is replaced by a better one, and the conservation laws stay as they are.

The counting route starts from finite numbers and shows where large numbers enter, namely between (9) and the mass-action law. It also shows where the powers $m$ and $k$ come from: for large $a$ and $b$, the number of ways to select $m$ donors and $k$ electrons grows as $a^mb^k$. Its weakness is that the ideal classical weights are built in. The factor $(VQ_e)^b/b!$ fails for electrons that fill band states appreciably, and $(VQ_D)^a/a!$ fails when donors occupy many of the lattice sites.

Neither derivation describes the rate of clustering. Both require the anneal to last long enough for equilibrium, and both require a neutral cluster if the exponent is to be $1/(m+k)$.

## Why the cluster must be neutral

For single donors with $k\ne m$, mass action (2) still holds, but $n$ is no longer equal to $N$. Eliminating $X=(C-N)/m$ from (3) gives

$$n=\frac{(m-k)C+kN}{m}. \tag{10}$$

Suppose first that $0<k<m$, so that clusters are positive. Then $n\ge(m-k)C/m$. Since also $X\le C/m$, (2) shows that $N^m=X/(Kn^k)$ grows no faster than $C^{1-k}$, so $N$ remains bounded because $k\ge1$. At large $C$, (10) gives

$$n\to\frac{m-k}{m}C .$$

The growth is linear. For $m=2$, $k=1$ the computed exponent is 1.0000, whereas $1/(m+k)$ would be $1/3$.

If $k>m$, clusters are negative. Because $n$ cannot be negative, (10) requires $N\ge(k-m)C/k$. Equations (3) also give $C=n+kX$, so $X\le C/k$. Mass action then makes $n^k=X/(KN^m)$ grow no faster than $C^{1-m}$. Thus $n/C\to0$, $X\to C/k$ and $N\to(k-m)C/k$, and substitution in (2) yields

$$n\propto C^{(1-m)/k}.$$

For $m=2$, $k=3$ the exponent is $-1/3$: at large $C$, adding donors lowers the electron density. Both $N$ and $X$ grow in proportion to $C$, so $N^m$ outgrows $X$ when $m>1$, and mass action can hold only if $n$ falls. For $m=1$ the electron density levels off instead.

A further case arises when clusters change charge on cooling. Let $m=3$, $k=1$ during the anneal. At large $C$, $X\to C/3$ and $n\to2C/3$, so

$$N^3=\frac{X}{Kn}\to\frac1{2K}.$$

If each cluster captures two more electrons on cooling while the number of clusters stays frozen, the final electron density is $n-2X=N$. It saturates at $(2K)^{-1/3}$ instead of following a rising power law. An electron density measured at room temperature therefore does not by itself reveal the cluster charge during the anneal.

## Reading the silicon example

The example has $z=1$, $m=k=2$ and $p=4$. Its equilibrium constant is set by a round choice: half the donors are clustered when $n=2\times10^{20}\ \mathrm{cm^{-3}}$. At that point the two terms of (4) are equal, $n=2Kn^4$, so

$$K=\frac{1}{2(2\times10^{20}\ \mathrm{cm^{-3}})^3}=6.25\times10^{-62}\ \mathrm{cm^9}.$$

With $C$ and $n$ in units of $10^{20}\ \mathrm{cm^{-3}}$, (4) reads $C=n+n^4/8$. At $C=20$ its root is $n=3.395$, since $3.395+16.61\simeq20.0$. The limiting law gives $(8\times20)^{1/4}=3.557$, about 5% above the root. The correction (5) gives $3.557(1-3.557/80)\simeq3.40$.

The layer is a uniform box of thickness $t=50$ nm with a rough mobility $\mu=60\ \mathrm{cm^2/Vs}$, held fixed as $C$ changes. Its sheet resistance is $R_s=1/(en\mu t)$. In real arsenic-doped silicon the mobility falls over this density range, from roughly 60 to roughly $36\ \mathrm{cm^2/Vs}$ in empirical fits, so the last column of the table exaggerates the drop in resistance: the entry at $C=20$ would be near 100 ohm/square rather than 61.

| $C$ | $n$ | $f$ | $s$ | $R_s$ (ohm/square) |
|---:|---:|---:|---:|---:|
| 1 | 0.91 | 0.91 | 0.79 | 228 |
| 4 | 2.00 | 0.50 | 0.40 | 104 |
| 10 | 2.76 | 0.28 | 0.32 | 75 |
| 20 | 3.39 | 0.17 | 0.29 | 61 |

At $C=20$ the donor dose is $1.00\times10^{16}\ \mathrm{cm^{-2}}$, but the active dose is $1.70\times10^{15}\ \mathrm{cm^{-2}}$. The local exponent is $1/(4-3\times0.170)=0.286$, still above $1/4$. Its inverse, 3.49, would suggest a reaction order of about 3.5. Within the classical model, equation (7) removes this bias: $(3.491-0.170)/(1-0.170)\simeq4.00$.

A sheet resistance gives the product $n\mu$, not $n$ alone. At fixed thickness,

$$\frac{d\ln R_s}{d\ln C}=-s-\frac{d\ln\mu}{d\ln C}.$$

If mobility falls with doping, the resistance drops more slowly than the electron density rises. Finding $s$ then needs a separate measurement of carrier density or mobility.

## Degenerate electrons

At 1273 K the model bands give $N_c=2.40\times10^{20}\ \mathrm{cm^{-3}}$, smaller than the electron density at $C=20$. The classical condition is therefore not met. Let $\eta$ be the Fermi level measured from the conduction-band edge, divided by $k_BT$, and let $F_{1/2}$ be the Fermi integral normalized to $e^\eta$ in the dilute limit. Then

$$n=N_cF_{1/2}(\eta),\qquad A=N_ce^\eta .$$

The free-energy derivation needs one change: the electron term $\ln(n/Q_e)$ becomes $\eta$ plus the same constant reference, so $n^k$ in (2) is replaced by $A^k$. For single donors and neutral clusters,

$$C=n+mKn^mA^k.$$

Define $g=d\ln A/d\ln n$. Since $d\ln A/d\eta=1$ and $dF_{1/2}/d\eta=F_{-1/2}$, one has $g=F_{1/2}/F_{-1/2}$. Differentiating as before gives

$$s=\frac{1}{f+(1-f)(m+kg)}. \tag{11}$$

In the dilute limit $g=1$ and (6) returns. For strong degeneracy $F_{1/2}\propto\eta^{3/2}$, so $g\to2\eta/3$, which grows without bound, and the exponent keeps falling. The power law thus needs a window in which most donors are clustered while $n\ll N_c$. This example has no such window, because half-clustering already occurs at $n=2.0\times10^{20}\ \mathrm{cm^{-3}}$, close to $N_c$.

With $K$ reset to keep the same half-clustered point, the electron density at $C=20$ becomes $3.14\times10^{20}\ \mathrm{cm^{-3}}$, which is 7.5% below the classical value. The exponent changes more: with $f=0.157$ and $g=1.447$, (11) gives 0.234. For this non-interacting gas in parabolic bands it has passed below $1/4$ while 16% of the donors are still active. The margin is small: a nonparabolicity of $0.5\ \mathrm{eV^{-1}}$ gives 0.246, and adding the rough Coulomb estimate of the last section to the parabolic gas raises the exponent to 0.27. Equation (7), which assumes classical electrons, would now return $m+kg\simeq4.9$ instead of 4. A measured exponent near $1/4$ would not, on its own, establish $m=k=2$.

## The model beside real arsenic-doped silicon

Active densities of a few $10^{20}\ \mathrm{cm^{-3}}$ are a realistic rough scale for heavily arsenic-doped silicon annealed near 1000 °C. The choice $m=k=2$ and the value of $K$ are model inputs, not measured properties. Cooling breaks the assumption of frozen clusters if it is slow enough for clustering to continue. If equilibrium is maintained down to 1173 K and $K$ varies as $\exp(E/k_BT)$ with a constant prefactor and the round value $E=2$ eV, then for classical electrons $K$ rises by a factor of 4.73 and $n$ at $C=20$ falls by 31%, to $2.34\times10^{20}\ \mathrm{cm^{-3}}$. Equation (1) explains the size: at fixed $C$, $n\propto K^{-1/4}$, and $4.73^{-1/4}\simeq0.68$. If 2 eV is instead the binding energy of the cluster, the factor $Q_e^{-2}\propto T^{-3}$ in (2) also counts: $K$ then rises by 6.05 and $n$ falls by 35%.

Other corrections come out smaller for the inputs chosen here. Coulomb attraction between electrons and ionized donors stabilizes the unclustered state; a screened estimate, reset to the same half-clustered point, raises $n$ by about 12% for an assumed distance of closest approach of 0.384 nm. The same formula gives 5% for 0.7 nm, 22% for 0.235 nm and 60% for 0.1 nm, so this correction is not reliably smaller than the cooling shift. This figure is uncertain, since the Debye length of 0.32 nm is shorter than the mean spacing of the active donors, $n^{-1/3}\simeq1.4$ nm, and continuum screening is then unreliable. Arsenic occupies 4% of the lattice sites. Counting only the sites blocked for clusters multiplies $K$ by $0.96^2$ and raises $n$ by 2%; the blocking of sites for single donors, left out of this estimate, acts in the opposite direction and slightly more than cancels it: with both counted on a four-neighbour Bethe lattice, $n$ falls by about 0.2%. Holes change $n$ by less than 0.1% for a rough intrinsic density of $10^{19}\ \mathrm{cm^{-3}}$. These shifts need not add. Real arsenic clusters can also contain vacancies, which the reaction leaves out. At fixed temperature an equilibrium density of neutral vacancies is constant and can be absorbed in $K$; if the density of neutral vacancies instead varies with doping, the exponent can change. Precipitation and a mixture of cluster sizes are also outside the model, and either can change the exponent as well as the density. The numerical output gives the remaining inputs and estimates.

## Numbers as computed

```
Exponent from explicit cluster counting, m=k=2: 0.2517
Charged cluster m=2, k=1: large-C exponent 1.0000
Charged cluster m=3, k=1: large-C exponent 1.0000
Charged cluster m=3, k=2: large-C exponent 1.0000
Charged cluster m=1, k=2: large-C exponent 0.0000
Charged cluster m=2, k=3: large-C exponent -0.3333
Example: m=2, k=2, anneal temperature 1273 K
Half-clustered electron density: 2.00 e20 cm^-3
Equilibrium constant K: 6.250e-62 cm^9
Layer thickness: 50 nm
Rough constant mobility: 60 cm2/Vs
C, n in e20 cm^-3; f and s dimensionless; Rs in ohm/square
C=1.0 n=0.913 f=0.913 s=0.793 Rs=227.8
C=2.0 n=1.449 f=0.724 s=0.547 Rs=143.6
C=4.0 n=2.000 f=0.500 s=0.400 Rs=104.0
C=10.0 n=2.759 f=0.276 s=0.315 Rs=75.4
C=20.0 n=3.395 f=0.170 s=0.286 Rs=61.3
Total donor dose at C=20: 1.00e+16 cm^-2
Active dose at C=20: 1.697e+15 cm^-2
Electron gain from C=4 to C=20: 1.697 times
Limiting-law n at C=20: 3.557 e20 cm^-3
First-corrected n at C=20: 3.398 e20 cm^-3
Apparent order 1/s at C=20: 3.491
Corrected order p at C=20: 4.000
Neglected effects below are evaluated at C=20 e20 cm^-3
Valley masses: 0.92, 0.19 electron masses
Density-of-states mass: 1.061 electron masses
Nc at anneal: 2.398 e20 cm^-3
Degenerate n: 3.141 e20 cm^-3; change -7.5 %
Degenerate eta=0.724, g=1.447, s=0.234
Degenerate n with Nc raised 30%: 3.188 e20 cm^-3
Rough intrinsic density at anneal: 0.10 e20 cm^-3
Hole effect on frozen active donors: -0.041 %
Relative permittivity: 11.7
Debye length: 0.323 nm
Coulomb contact distance: 0.384 nm
Bare limiting-law ln(activity coefficient): -1.74
Coulomb-estimate n: 3.791 e20 cm^-3
Coulomb-estimate change: 11.7 %
Donors per lattice site: 4.00 %
Site-blocking estimate, change in n: 2.0 %
Reaction enthalpy released: 2.0 eV per cluster
K increase on cooling to 1173 K: 4.732 times
n after re-equilibration there: 2.338 e20 cm^-3
Change after re-equilibration: -31.1 %
Mott ratio n^(1/3)*radius: 1.67 (rough limit 0.25)
```
